# Dember Potential of an Illuminated Silicon Layer at Zero Total Current: test program

```python
"""Dember potential of an illuminated silicon layer at zero total current.

Result under test (front x=0 is lit, back x=d):
  V_D = phi(0)-phi(d)
      = VT (b-1)/(b+1) ln{[b n0+p0+(b+1)D0] / [b n0+p0+(b+1)Dd]}
b = mu_n/mu_p, VT = kT/q, n0 and p0 = dark densities, D0 and Dd = excess
pair densities at front and back. With all light absorbed at the front and
all pairs lost at the back (velocity S), Dd = F/S and
  F d (1/Dn+1/Dp) = 2 (D0-Dd) + (p0-n0) V_D/VT.
The check solves Poisson's equation with electron and hole transport on a
grid, without assuming local neutrality. Lengths in cm, densities in cm^-3;
inside the grid solver densities are divided by DOPING and phi by VT.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.optimize import brentq
from scipy import constants as const
import mpmath as mp

Q = const.e
TEMP = 300.0
VT = const.k * TEMP / Q
EPS = 11.7 * const.epsilon_0 / 100.0      # F/cm, rough silicon permittivity
DOPING = 1e15
NI = 1e10                                # rough intrinsic density
THICK = 200e-4
MUN, MUP = 1400.0, 450.0                 # rough silicon mobilities
FLUX = 1e18
S_BACK = 1e5


def dark_densities(ptype):
    minority = NI**2 / DOPING
    return (minority, DOPING) if ptype else (DOPING, minority)


def closed_form(flux, ptype=True, mun=MUN, mup=MUP, vt=VT):
    """Return V_D, front excess and back excess from the derived formulas."""
    n0, p0 = dark_densities(ptype)
    b = mun / mup
    back = flux / S_BACK
    load = flux * THICK * (1 / (mun * vt) + 1 / (mup * vt))

    def drop(front):
        ratio = (b*n0 + p0 + (b+1)*front) / (b*n0 + p0 + (b+1)*back)
        return (b - 1) / (b + 1) * np.log(ratio)

    def balance(front):
        return (2*(front - back) + (p0 - n0)*drop(front) - load) / load

    front = brentq(balance, back, back + load, xtol=1e-3, rtol=1e-13)
    return vt * drop(front), front, back


# Grid, refined at both surfaces to resolve the screening layers
M = 1201
x = THICK * (1 - np.cos(np.pi * np.linspace(0, 1, M))) / 2
h = np.diff(x)
w = np.zeros(M)
w[:-1] += h / 2
w[1:] += h / 2
inc = sp.diags([-1.0, 1.0], [0, 1], shape=(M-1, M)).tocsr()
avg = sp.diags([0.5, 0.5], [0, 1], shape=(M-1, M)).tocsr()
grad = (sp.diags(1 / h) @ inc).tocsr()
div = (-inc.T).tocsr()                   # net outflow from each cell
LAM2 = EPS * VT / (Q * DOPING)
lap = (sp.diags(LAM2 / w) @ div @ grad).tocsr()
gauge = sp.csr_matrix(([1.0], ([0], [M-1])), shape=(1, M))


def transport(flux, ptype=True, mun=MUN, mup=MUP, tau=np.inf, s_front=0.0,
              depth=0.0, sheet=0.0, start=None):
    """Newton solution; returns scaled n, p, phi. sheet = front charge/cm2."""
    dn, dp = mun * VT, mup * VT
    n0, p0 = (v / DOPING for v in dark_densities(ptype))
    f = flux / DOPING
    source = np.zeros(M)
    if depth > 0:
        edges = np.concatenate(([0.0], (x[1:] + x[:-1]) / 2, [THICK]))
        source = -f * np.diff(np.exp(-edges / depth))
    else:
        source[0] = f
    sink = w / tau
    sink[0] += s_front
    sink[-1] += S_BACK
    fixed = np.zeros(M)
    fixed[0] = sheet / DOPING / w[0]
    if start is None:
        guess = f * (THICK - x) * (1/dn + 1/dp) / 2 + f / S_BACK
        n, p, u = n0 + guess, p0 + guess, np.zeros(M)
    else:
        n, p, u = (a.copy() for a in start)
    for _ in range(50):
        gu, an, ap = grad @ u, avg @ n, avg @ p
        fn = -dn * (grad @ n - an * gu)
        fp = -dp * (grad @ p + ap * gu)
        res = np.concatenate((div @ fn + sink*(n - n0) - source,
                              h * (fp - fn),
                              lap @ u + p - n - (p0 - n0) + fixed,
                              [u[-1]]))
        fn_n = -dn * (grad - sp.diags(gu) @ avg)
        fn_u = dn * sp.diags(an) @ grad
        fp_p = -dp * (grad + sp.diags(gu) @ avg)
        fp_u = -dp * sp.diags(ap) @ grad
        hh = sp.diags(h)
        jac = sp.bmat([[div @ fn_n + sp.diags(sink), None, div @ fn_u],
                       [-hh @ fn_n, hh @ fp_p, hh @ (fp_u - fn_u)],
                       [-sp.identity(M), sp.identity(M), lap],
                       [None, None, gauge]], format="csc")
        step = spsolve(jac, -res)
        n += step[:M]
        p += step[M:2*M]
        u += step[2*M:]
        if np.max(np.abs(step)) < 1e-8 * (1 + np.max(n)):
            assert n.min() > 0 and p.min() > 0
            return n, p, u
    raise AssertionError("transport solution did not converge")


def voltage(solution):
    return VT * (solution[2][0] - solution[2][-1])


def ambipolar(n, p):
    dn, dp = MUN * VT, MUP * VT
    return dn * dp * (n + p) / (n * dn + p * dp)


def field(n, p, flux):
    b = MUN / MUP
    return VT * (b - 1) * flux / ambipolar(n, p) / (b * n + p)


def barrier(n_bulk, p_bulk, sheet):
    """Surface band bending (V) that screens a positive sheet charge."""
    load = Q * sheet**2 / (2 * EPS * VT)

    def balance(s):
        return (p_bulk * (np.exp(-s) + s - 1)
                + n_bulk * (np.exp(s) - s - 1) - load) / load
    return VT * brentq(balance, 0.0, 40.0)


# Main case
b = MUN / MUP
n0, p0 = dark_densities(True)
v_d, front, back = closed_form(FLUX)
base = transport(FLUX)
v_num = voltage(base)
assert abs(v_num / v_d - 1) < 5e-3      # finite screening length remains

# Local field and ambipolar diffusion in the middle of the layer
mid = M // 2
n_mid, p_mid = (DOPING * (avg @ a)[mid] for a in base[:2])
slope = DOPING * (grad @ base[0])[mid]
e_mid = -VT * (grad @ base[2])[mid]
assert abs(e_mid / field(n_mid, p_mid, FLUX) - 1) < 1e-3
assert abs(-FLUX / slope / ambipolar(n_mid, p_mid) - 1) < 1e-3
charge_mid = abs(base[1][mid] - base[0][mid] - (p0 - n0) / DOPING)
assert charge_mid < 1e-3

# Screening layers at field-free surfaces
ends = [(n0 + front, p0 + front), (n0 + back, p0 + back)]
e_ends = [field(n, p, FLUX) for n, p in ends]
l_ends = [np.sqrt(EPS * VT / (Q * (n + p))) for n, p in ends]
screen = sum(e * l for e, l in zip(e_ends, l_ends))
assert abs((v_d - v_num) / screen - 1) < 0.1

# Hole quasi-Fermi drop, from the resistance met by the hole flux
v_fermi = v_d + VT * np.log((p0 + front) / (p0 + back))
v_fermi_num = np.sum(FLUX * h / (MUP * DOPING * (avg @ base[1])))
assert abs(v_fermi_num / v_fermi - 1) < 5e-3

# Light range, weak-light law, doping type, and mobility ratio
scan = []
for flux in (1e16, 1e17, 1e18, 1e19):
    pair = (closed_form(flux)[0], voltage(transport(flux)))
    assert abs(pair[1] / pair[0] - 1) < 5e-3
    scan.append((flux, *pair))
weak_flux = 1e15
weak_law = VT * (b - 1) * weak_flux * THICK / (MUN * VT * DOPING)
weak_num = voltage(transport(weak_flux))
assert abs(weak_num / weak_law - 1) < 5e-3
v_ntype = closed_form(FLUX, ptype=False)[0]
v_ntype_num = voltage(transport(FLUX, ptype=False))
assert abs(v_ntype_num / v_ntype - 1) < 5e-3
v_swap = closed_form(FLUX, mun=MUP, mup=MUN)[0]
v_swap_num = voltage(transport(FLUX, mun=MUP, mup=MUN))
assert v_swap_num < 0 and abs(v_swap_num / v_swap - 1) < 5e-3
v_equal = voltage(transport(FLUX, mun=MUN, mup=MUN))
assert abs(v_equal) < 1e-8

# Losses and absorption depth left out of the closed example
TAU, S_FRONT, DEPTH = 100e-6, 100.0, 10e-4
v_tau = voltage(transport(FLUX, tau=TAU))
v_sfront = voltage(transport(FLUX, s_front=S_FRONT))
v_depth = voltage(transport(FLUX, depth=DEPTH))
v_all = voltage(transport(FLUX, tau=TAU, s_front=S_FRONT, depth=DEPTH))
assert v_all < min(v_tau, v_sfront, v_depth) < v_num

# Positive oxide charge: barrier in the dark and under light
OXIDE = 5e10
bar_dark = barrier(n0, p0, OXIDE)
bar_lit = barrier(n0 + front, p0 + front, OXIDE)
charged = base
for part in np.linspace(0.1, 1.0, 10):
    charged = transport(FLUX, sheet=part * OXIDE, start=charged)
v_charged = voltage(charged)
assert abs(v_charged - (v_d + bar_lit)) < 1e-3   # small flux drop in barrier

# Other neglected effects, with rough silicon data
HOT = 350.0
cool = (HOT / TEMP)**(-2.3)
v_hot = closed_form(FLUX, mun=MUN*cool, mup=MUP*cool, vt=VT*HOT/TEMP)[0]
v_mob = closed_form(FLUX, mun=0.9*MUN)[0]
z = mp.mpf(p0 + front) / mp.mpf("2e19")
degeneracy = float(mp.polylog(1.5, -z) / mp.polylog(0.5, -z) - 1)
auger = 1 / (4e-31 * (p0 + front) * (n0 + p0 + 2*front))
PHOTON, KAPPA, SEEBECK = 1.55, 1.5, 1e-3
delta_t = FLUX * PHOTON * Q * THICK / KAPPA
v_heat = SEEBECK * delta_t

print(f"temperature {TEMP:.0f} K; thermal voltage {VT*1e3:.3f} mV")
print(f"acceptor doping {DOPING:.1e} cm^-3; thickness {THICK*1e4:.0f} um")
print(f"mobilities n, p: {MUN:.0f}, {MUP:.0f} cm2/Vs; ratio b {b:.4f}")
print(f"diffusion constants n, p: {MUN*VT:.2f}, {MUP*VT:.2f} cm2/s")
print(f"absorbed flux {FLUX:.1e} cm^-2 s^-1; back S {S_BACK:.1e} cm/s")
print(f"prefactor VT(b-1)/(b+1): {VT*(b-1)/(b+1)*1e3:.3f} mV")
load = FLUX * THICK * (1/(MUN*VT) + 1/(MUP*VT))
print(f"F d (1/Dn+1/Dp): {load:.4e} cm^-3")
print(f"excess density front: {front:.4e} cm^-3")
print(f"excess density back: {back:.4e} cm^-3")
ratio = (b*n0 + p0 + (b+1)*front) / (b*n0 + p0 + (b+1)*back)
print(f"conductivity ratio front/back: {ratio:.4f}")
print(f"Dember potential, closed formula: {v_d*1e3:.3f} mV = {v_d:.6f} V")
print(f"Dember potential, full transport: {v_num*1e3:.3f} mV")
print(f"difference formula - transport: {(v_d-v_num)*1e6:.2f} uV")
print(f"screening-layer estimate of it: {screen*1e6:.2f} uV")
print(f"neutral-region field front, back: {e_ends[0]:.3f}, {e_ends[1]:.3f} V/cm")
print(f"screening length front, back: {l_ends[0]*1e7:.1f}, {l_ends[1]*1e7:.1f} nm")
print(f"mid-layer net charge / doping: {charge_mid:.2e}")
print(f"mid-layer field, transport: {e_mid:.4f} V/cm")
print(f"mid-layer ambipolar constant: {ambipolar(n_mid, p_mid):.2f} cm2/s")
print(f"hole quasi-Fermi drop, formula: {v_fermi*1e3:.3f} mV")
print(f"hole quasi-Fermi drop, transport: {v_fermi_num*1e3:.3f} mV")
for flux, formula, full in scan:
    print(f"flux {flux:.0e} cm^-2 s^-1: formula {formula*1e3:.4f} mV, "
          f"transport {full*1e3:.4f} mV")
print(f"weak flux {weak_flux:.0e} cm^-2 s^-1: linear law {weak_law*1e6:.3f} uV, "
      f"transport {weak_num*1e6:.3f} uV")
print(f"n-type, same doping: formula {v_ntype*1e3:.3f} mV, "
      f"transport {v_ntype_num*1e3:.3f} mV")
print(f"mobilities exchanged: formula {v_swap*1e3:.3f} mV, "
      f"transport {v_swap_num*1e3:.3f} mV")
print(f"equal mobilities, transport: below 1e-8 V is {abs(v_equal) < 1e-8}")
print(f"with bulk lifetime {TAU*1e6:.0f} us: {v_tau*1e3:.3f} mV")
print(f"with front S {S_FRONT:.0f} cm/s: {v_sfront*1e3:.3f} mV")
print(f"with absorption depth {DEPTH*1e4:.0f} um: {v_depth*1e3:.3f} mV")
print(f"with all three: {v_all*1e3:.3f} mV")
print(f"oxide charge {OXIDE:.1e} cm^-2: dark barrier {bar_dark*1e3:.1f} mV")
print(f"lit barrier: {bar_lit*1e3:.2f} mV")
print(f"barrier change under light: {(bar_lit-bar_dark)*1e3:.1f} mV")
print(f"lit total drop, formula sum: {(v_d+bar_lit)*1e3:.2f} mV")
print(f"lit total drop, transport: {v_charged*1e3:.2f} mV")
print(f"net front signal, light - dark: {(v_d+bar_lit-bar_dark)*1e3:.1f} mV")
print(f"at {HOT:.0f} K, mobilities as T^-2.3: {v_hot*1e3:.3f} mV")
print(f"electron mobility 10% lower: {v_mob*1e3:.3f} mV")
print(f"degeneracy change of hole D/mu: {degeneracy:.1e} (relative)")
print(f"Auger lifetime at front, rough: {auger:.2f} s")
print(f"heat-flow temperature drop, upper size: {delta_t*1e3:.2f} mK")
print(f"thermoelectric voltage, rough: {v_heat*1e6:.1f} uV")
print("tests ok")
```

Output:

```
temperature 300 K; thermal voltage 25.852 mV
acceptor doping 1.0e+15 cm^-3; thickness 200 um
mobilities n, p: 1400, 450 cm2/Vs; ratio b 3.1111
diffusion constants n, p: 36.19, 11.63 cm2/s
absorbed flux 1.0e+18 cm^-2 s^-1; back S 1.0e+05 cm/s
prefactor VT(b-1)/(b+1): 13.275 mV
F d (1/Dn+1/Dp): 2.2718e+15 cm^-3
excess density front: 7.8589e+14 cm^-3
excess density back: 1.0000e+13 cm^-3
conductivity ratio front/back: 4.0638
Dember potential, closed formula: 18.614 mV = 0.018614 V
Dember potential, full transport: 18.590 mV
difference formula - transport: 23.38 uV
screening-layer estimate of it: 23.65 uV
neutral-region field front, back: 0.586, 1.478 V/cm
screening length front, back: 80.6, 128.0 nm
mid-layer net charge / doping: 2.64e-07
mid-layer field, transport: 0.8808 V/cm
mid-layer ambipolar constant: 25.15 cm2/s
hole quasi-Fermi drop, formula: 33.348 mV
hole quasi-Fermi drop, transport: 33.349 mV
flux 1e+16 cm^-2 s^-1: formula 0.2999 mV, transport 0.2995 mV
flux 1e+17 cm^-2 s^-1: formula 2.8495 mV, transport 2.8459 mV
flux 1e+18 cm^-2 s^-1: formula 18.6136 mV, transport 18.5903 mV
flux 1e+19 cm^-2 s^-1: formula 45.8048 mV, transport 45.6771 mV
weak flux 1e+15 cm^-2 s^-1: linear law 30.159 uV, transport 30.103 uV
n-type, same doping: formula 13.809 mV, transport 13.797 mV
mobilities exchanged: formula -13.809 mV, transport -13.787 mV
equal mobilities, transport: below 1e-8 V is True
with bulk lifetime 100 us: 18.054 mV
with front S 100 cm/s: 17.748 mV
with absorption depth 10 um: 17.998 mV
with all three: 16.681 mV
oxide charge 5.0e+10 cm^-2: dark barrier 219.2 mV
lit barrier: 58.65 mV
barrier change under light: -160.5 mV
lit total drop, formula sum: 77.26 mV
lit total drop, transport: 77.16 mV
net front signal, light - dark: -141.9 mV
at 350 K, mobilities as T^-2.3: 24.533 mV
electron mobility 10% lower: 17.148 mV
degeneracy change of hole D/mu: 3.2e-05 (relative)
Auger lifetime at front, rough: 0.54 s
heat-flow temperature drop, upper size: 3.31 mK
thermoelectric voltage, rough: 3.3 uV
tests ok
```
